# Why Gas Heating at Constant Pressure Raises the Electron Temperature

## The error made by ignoring gas heating

Suppose a discharge runs at 10 mTorr and its electron temperature is calculated with the gas density of a room-temperature chamber. If the plasma has heated the gas to 600 K, that density is twice the true one. In the model worked out below, the calculation gives 2.24 eV where the balance requires 2.63 eV. A power scan can be misread in the same way: power heats the gas, the electron temperature rises, and the rise is credited to a direct action of power on the electrons.

The cause is a loss of neutral density. At constant pressure, hot gas offers electrons fewer atoms to ionize and offers escaping ions less friction. Each electron must therefore ionize more readily per atom present, which takes a hotter electron population.

## The model and its conventions

The plasma lies between two absorbing plates a distance $L$ apart, and the gap is held fixed. The algebra uses atomic units, with electron mass and elementary charge equal to one, and temperatures stand for energies. The electron temperature is $T$, the gas temperature $T_g$, the ion mass $M$ and the ionization threshold $I$. At neutral pressure $p$, the gas density is

$$n_g=\frac{p}{T_g}.$$

Electrons are Maxwellian and ionize ground-state atoms directly. Ions are singly charged, cold and born at rest. The plasma is quasineutral up to thin sheaths, and the gas temperature is uniform. Ion friction has the frequency $f=n_gk$, with $k$ constant. The ions are treated as a fluid with one velocity at each point. This drops the spread between ions born at different potentials. The approximation hardly affects the particle balance: a kinetic treatment, with friction as charge exchange, changes $T$ in the example by about 0.01 eV. It matters more at the sheath edge. There the kinetic ratio of edge to central density is 15 to 22% lower than the fluid value derived below (0.43 instead of 0.5 without friction), and the mean ion energy is 0.7 to about 0.95 $T$ instead of $T/2$.

## How ionization depends on electron temperature

The ionization coefficient $K$ is the average of cross section times speed, $\sigma v$, over the Maxwellian speed distribution:

$$K=\int \sigma v\,\frac{4\pi v^2}{(2\pi T)^{3/2}}e^{-v^2/2T}\,dv .$$

With $E=v^2/2$ we have $v\,dv=dE$ and $v^3dv=2E\,dE$, so

$$K=\sqrt{\frac{8}{\pi}}\;T^{-3/2}\int_I^\infty \sigma(E)\,E\,e^{-E/T}\,dE .$$

The cross section does not change, but its average does. Differentiating the prefactor gives $-3/2$; differentiating the exponential brings down $E/T^2$, which the factor $T$ in $d/d\ln T$ turns into $E/T$. Hence

$$q\equiv\frac{d\ln K}{d\ln T}=\frac{\langle E\rangle}{T}-\frac32,\qquad
\langle E\rangle=\frac{\int\sigma E^2e^{-E/T}dE}{\int\sigma E\,e^{-E/T}dE}.$$

Here $\langle E\rangle$ is the mean energy of the electrons that ionize, measured before the collision. All of them lie above threshold, so $\langle E\rangle>I$. When $T\ll I$, $q$ is large: a small rise in temperature greatly enlarges the ionizing tail.

The example uses $\sigma=s(E-I)$ above threshold. Setting $y=E-I$,

$$\int_I^\infty\sigma E e^{-E/T}dE
=s e^{-I/T}\int_0^\infty(y^2+Iy)e^{-y/T}dy
=sT^2(I+2T)e^{-I/T},$$

and therefore

$$K=\sqrt{\frac{8T}{\pi}}\,s(I+2T)e^{-I/T}.$$

## How fast the ions escape

Let $n$ be the plasma density, $u$ the ion velocity away from the midplane, and $a=n_gK$ the ionization frequency per electron. A prime denotes $d/dx$. Ion continuity is

$$(nu)'=an .$$

Electron force balance gives the electric force on the ions, per unit volume, as $-Tn'$. Ion momentum then obeys

$$(Mnu^2)'=-Tn'-Mfnu .$$

The left side equals $Mnuu'+Mu(nu)'=Mnuu'+Manu$. Newborn ions, starting at rest, thus act as an extra drag. Dividing by $Mn$ and defining $b=a+f$ and $c=\sqrt{T/M}$,

$$uu'=-c^2\frac{n'}n-bu .$$

Continuity gives $n'/n=(a-u')/u$. Substituting this and multiplying by $u$,

$$u^2u'=-c^2a+c^2u'-bu^2
\quad\Longrightarrow\quad
u'=\frac{ac^2+bu^2}{c^2-u^2}.$$

The gradient diverges at $u=c$, where the quasineutral solution ends and the sheath begins. Integrating from the midplane to that point, with $w=u/c$, gives the condition for a steady discharge:

$$\frac L2=c\,g,\qquad g=\int_0^1\frac{1-w^2}{a+bw^2}\,dw .$$

To evaluate $g$, write the integrand as $-\frac1b+\frac{a+b}{b}\frac1{a+bw^2}$. Then

$$g=\frac1b\left[\frac{a+b}{\sqrt{ab}}\arctan\sqrt{\frac ba}-1\right].$$

The plasma density has dropped out. Doubling $n$ doubles both the ion production and the wall loss, so the particle balance fixes $T$ and leaves the density to the power balance.

The density profile follows from dividing $n'/n$ by $u'$:

$$\frac{d\ln n}{du}=\frac1u\left(\frac a{u'}-1\right)=-\frac{(a+b)u}{ac^2+bu^2}.$$

Integrating from $0$ to $c$ gives the ratio of edge density $n_s$ to central density $n_0$:

$$\frac{n_s}{n_0}=\left(1+\frac ba\right)^{-(a+b)/(2b)} .$$

## Why the required temperature rises

Define the responses of the transit integral as $\alpha=-\partial\ln g/\partial\ln a$ and $\beta=-\partial\ln g/\partial\ln f$, each with the other frequency fixed. Multiplying both frequencies by the same factor divides $g$ by that factor, so $\alpha+\beta=1$.

A bound on $\beta$ is needed. Let $D=a+bw^2$. Since $b=a+f$, differentiation with respect to $f$ gives

$$\beta=\frac fg\int_0^1\frac{(1-w^2)w^2}{D^2}\,dw .$$

Also $(w/D)'=(a-bw^2)/D^2=1/D-2bw^2/D^2$, the prime here meaning $d/dw$. Multiply by $1-w^2$ and integrate by parts. The boundary term vanishes at both ends, leaving

$$g-2b\int_0^1\frac{(1-w^2)w^2}{D^2}dw=2J,\qquad J=\int_0^1\frac{w^2}{D}dw>0 .$$

Thus $\beta=(f/b)(1/2-J/g)<1/2$, and so $1/2<\alpha\le1$.

Now take the logarithm of $L/2=cg$ and differentiate at fixed $L$, $M$, $k$ and cross section. The speed contributes $\frac12d\ln T$. The ionization frequency changes by $d\ln n_g+q\,d\ln T$, the friction frequency by $d\ln n_g$:

$$0=\tfrac12d\ln T-\alpha(d\ln n_g+q\,d\ln T)-\beta\,d\ln n_g .$$

At constant pressure $d\ln n_g=-d\ln T_g$. Using $\alpha+\beta=1$,

$$\boxed{\frac{d\ln T}{d\ln T_g}=\frac1{\alpha q-1/2}}$$

If $T<2I/5$, then $q>I/T-3/2>1$. Since $\alpha>1/2$, the denominator is positive, and heating the gas raises $T$. This condition is sufficient, not necessary. It holds for any fixed cross section with threshold $I$ and any strength of ion friction within this model.

The gas temperature entered only through $n_g$. If the gas is heated in a sealed volume at fixed density, with $k$ unchanged, its pressure rises but the required $T$ does not. Direct warming of electrons by the gas is not the mechanism.

### Two limits

Without ion friction, $f=0$ and $b=a$, so $g=(\pi/2-1)/a$. The balance becomes

$$n_g\frac Kc=\frac{\pi-2}{L}.$$

Halving the gas density requires $K/\sqrt T$ to double. Here $\alpha=1$ and the logarithmic slope is $1/(\langle E\rangle/T-2)$. It is positive whenever $T<I/2$.

With strong friction, $f\gg a$, the leading form is $g\simeq\pi/(2\sqrt{af})$. Then

$$a=\frac{\pi^2}{L^2}\frac{T}{Mf},
\qquad n_g^2\frac KT=\frac{\pi^2}{L^2Mk}.$$

This is the diffusion limit, with diffusion coefficient $T/(Mf)$. Halving the gas density now requires $K/T$ to quadruple: there are half as many targets, and ions diffuse out twice as fast at a given $T$. Since $\alpha\to1/2$, the slope is $2/(\langle E\rangle/T-5/2)$.

## How large the effect is

Take round parameters: $p=10$ mTorr, $L=10$ cm, $M=40$ u, $I=16$ eV, $s=0.2$ Å$^2$/eV and $k=10^{-9}$ cm$^3$/s. Pressure, gap and coefficients stay fixed while the gas temperature changes.

| $T_g$ (K) | $n_g$ ($10^{14}$ cm$^{-3}$) | $T$ (eV) | $K$ ($10^{-11}$ cm$^3$/s) |
|---:|---:|---:|---:|
| 300 | 3.22 | 2.24 | 3.22 |
| 600 | 1.61 | 2.63 | 10.4 |
| 900 | 1.07 | 2.89 | 19.4 |

The balance at 300 K can be checked by hand. The frequencies are $a=1.037\times10^4$ and $f=3.219\times10^5$ s$^{-1}$, so $b=3.323\times10^5$ s$^{-1}$. The bracket in $g$ is $5.84\times1.396-1=7.15$, giving $g=2.15\times10^{-5}$ s. With $c=2.323\times10^5$ cm/s, $cg=5.00$ cm, which is half the gap.

From 300 to 600 K, the electron temperature rises by 0.39 eV, or 17% of its initial value. That modest rise makes $K$ 3.2 times larger. The gas density halves, so the ionization frequency grows by a factor of about 1.6, as the faster ion escape demands.

At 300 K, $\alpha=0.618$ and $q=7.87$. The slope is $1/(0.618\times7.87-0.5)=0.229$, which means that a 10% rise in gas temperature raises $T$ by about 2.2%. The slope is 0.232 at both 600 and 900 K. It changes little because $\alpha$ rises as friction weakens while $q$ falls, and their product stays near 4.8.

To separate the two causes, keep the ion friction frequency at its 300 K value while halving the number of targets. The required temperature is then 2.48 eV. Taken in this order, fewer targets account for 0.24 eV of the rise, and the subsequent loss of friction adds 0.15 eV. For a finite step the split depends on the order: removing friction first gives 0.12 eV for friction and 0.27 eV for targets. For small changes the division is $\alpha$ to $\beta$.

## What the power balance decides

Power sets the plasma density through the energy spent per electron–ion pair lost. At a floating wall, equal electron and ion fluxes require a sheath drop $V$ satisfying

$$n_s\sqrt{\frac T{2\pi}}\,e^{-V/T}=n_s\sqrt{\frac TM}
\quad\Longrightarrow\quad V=T\ln\sqrt{\frac M{2\pi}} .$$

An ion enters the sheath with energy $Mc^2/2=T/2$ and gains $V$. An escaping electron brings $2T$ to the wall: $T$ from its two tangential motions and $T$ from its flux-weighted normal motion. The power per plate area is therefore

$$P_A=n_sc\left[I+E_x\frac{K_x}{K}+\frac52T+V\right],$$

where $E_x$ and $K_x$ are the energy and coefficient of one excitation process. The example takes $E_x=12$ eV, a linear excitation cross section of slope 0.1 Å$^2$/eV, and $P_A=0.1$ W/cm$^2$.

At 300 K the cost is $16+28.8+16.1=60.9$ eV per pair; at 600 K it is $16+22.3+18.9=57.2$ eV. Hotter electrons waste less energy on excitation per ionization, which here outweighs the larger wall loss. The particle flux rises by about 6.5%, but ions leave about 8% faster, so the edge density falls slightly, from 4.4 to $4.3\times10^{10}$ cm$^{-3}$. The central density falls much more, from 2.7 to $1.7\times10^{11}$ cm$^{-3}$, because weaker friction flattens the profile.

This energy sum omits the heat that ions give to the gas by friction. An ion gains at most $T\ln(n_0/n_s)$ before the sheath and keeps $T/2$ on average at its edge. At 300 K the omitted heat is thus below about 2.9 eV per pair, or 5% of the cost. It affects the calculated density, not the particle balance for $T$.

The gas temperature is imposed in this example, not computed from the power. At 0.1 W/cm$^2$ the friction and elastic heat amount to about 4 mW/cm$^2$ per plate. Conducted through an argon-like gas to plates at 300 K, this gives a mean gas temperature of only about 340 to 390 K for wall accommodation between 1 and 0.5. From these sources alone 600 K would need roughly 0.4 to 1 W/cm$^2$, where the electron pressure discussed below is some tens of percent of the total (with that pressure included and full accommodation, 1 W/cm$^2$ gives only about 560 K); otherwise it needs warm walls or heat sources outside the model.

## How far to trust the numbers in a reactor

The parameters lie in the rough regime of an argon inductively coupled etch reactor, where pressures of several mTorr to tens of mTorr, gas temperatures of several hundred kelvin and electron temperatures of a few eV are typical. The inputs are round values, not argon data: argon rate fits in common use differ among themselves by more than a factor of two at these temperatures. The model $K$ is about twice the fit $2.34\times10^{-8}\,T^{0.59}e^{-17.44/T}$ cm$^3$/s ($T$ in eV). With that fit and its companion excitation rate, the temperatures are about 2.5 and 2.9 eV, the cost per pair is about 100 and 85 eV, and the edge density rises by about 9% on heating instead of falling slightly. Other common fits lie at or somewhat above the model $K$; they give 2.1 to 2.2 and 2.5 to 2.6 eV and a slightly falling edge density. An average over the measured cross section lies in between, at about 2.3 and 2.8 eV. The direction of the edge-density change therefore depends on the rates chosen. Real reactors nevertheless break several assumptions. The next table changes one at a time, in both the cold and the hot case; the reference rise is 0.39 eV.

| Change to the model | $T$ at 300 K (eV) | $T$ at 600 K (eV) | Rise (eV) |
|---|---:|---:|---:|
| Cross section bends over | 2.41 | 2.91 | 0.50 |
| Stepwise ionization | 2.15 | 2.57 | 0.42 |
| Ionization halved by a weak tail | 2.48 | 2.96 | 0.48 |
| Side-wall loss | 2.37 | 2.81 | 0.44 |
| $k\propto\sqrt{T_g}$ | 2.24 | 2.56 | 0.32 |
| Electron pressure | 2.28 | 2.66 | 0.38 |

The bending cross section is $\sigma=sI(I/E)(1-I/E)$, a Thomson shape with the same threshold slope. Stepwise ionization assumes a fixed metastable fraction of $3\times10^{-4}$, a threshold of 4 eV and a slope of 2 Å$^2$/eV. A fraction that changes with gas temperature is not covered. Side-wall loss assumes a 20 cm radius and equal flux per unit area on all walls; it is represented by dividing $K$ by $1+L/R=1.5$. This is a high estimate, since the flux to the distant side wall is smaller than to the plates; in the diffusion limit the factor is about 1.15. In the electron-pressure case, the total pressure is fixed and the central electron pressure is subtracted throughout the gap. It is 7% of the total at 300 K and 5% at 600 K.

Each change leaves the sign intact and gives a rise between 0.32 and 0.50 eV. These are separate estimates, not an error bar for their combined action. Two further changes matter for argon. Ion friction at this pressure lies between two laws: a $k$ independent of drift in the inner 55 to 70% of the gap, where the drift is below the mean thermal speed, and a constant mean free path nearer the plates, where more than half of the total drag acts. A law joining the two gives a rise of 0.32 to 0.33 eV. For the pure mean-free-path law, with $f=\frac{\pi}{2}n_g\sigma_iu$ and $\sigma_i=10^{-14}$ cm$^2$ the temperatures are 2.25 and 2.58 eV. Halving $K$ also leaves $q$ unchanged, whereas a truly depleted tail does not: for a Druyvesteyn distribution the effective temperature (two thirds of the mean energy) goes from about 3.8 to 4.2 eV. Across all these changes the rise stays between 0.32 and 0.50 eV, or 11 to 21% of the cold value, while the cold temperature ranges from about 2.1 to about 3.8 eV. The sign is robust but the size is less so: among the Maxwellian cases the rise varies by a factor of about 1.5 and the cold temperature by only 1.15.

Gas is also hotter in the middle than at the walls. A parabolic profile from 300 K at the plates to 750 K at the midplane, with a mean of 600 K, requires 2.59 eV instead of the uniform-gas value of 2.63 eV. For this profile, using the mean temperature costs about 0.04 eV; for a parabola from 300 to 1200 K it costs 0.09 eV. The error is avoidable. The equation for $u'$ holds locally with $a=n_g(x)K$ and $b=n_g(x)(K+k)$, so $n_g\,dx=c\,(1-w^2)\,dw/[K+(K+k)w^2]$. Integrating from the midplane to the sheath shows that, at constant $k$, $T$ depends only on $\int n_g\,dx$, that is on the average of $1/T_g$. For the 300 to 750 K profile this average corresponds to 563 K, and a uniform gas at 563 K gives 2.59 eV.

## Where the rule fails

The sufficient bound $2I/5$ is 6.4 eV here, well above the solutions. At much higher temperature, a cross section that falls at high energy can reverse the sign of the slope formula. Without friction, the balance depends on $K/c$, whose logarithmic slope is $q-1/2=\langle E\rangle/T-2$. It reaches zero when $\langle E\rangle=2T$. For the Thomson shape above, this happens at 26 eV. That shape peaks at only 0.8 Å$^2$; with the measured argon cross section the point lies near 60 eV. Strong friction lowers it, since the condition then tends to $q=1$; in that limit even a cross section that is constant above threshold reverses, at $T=I$. The example is far from that limit at such temperatures: $f/a=k/K$ does not depend on gas density and is only 0.02 to 0.08 near 16 eV for $k=10^{-9}$ cm$^3$/s, so the two points quoted shift by a few percent at most. Beyond the reversal point, further electron heating makes ionization less able to keep up with wall loss. In a volume-averaged balance at fixed power this branch is unstable: extra plasma lowers the power per electron and hence $T$, which there raises net ionization and enlarges the excess. The reversed trend is therefore not a state in which such a discharge settles. If the gas density falls so low that even the maximum of $K/c$ cannot satisfy the balance, this model has no steady discharge.

The derivation also excludes electron attachment, ionization by beams or wall-emitted electrons, and an electron distribution whose shape changes with gas density. Such processes need their own terms in the particle balance before the sign can be inferred.

## What to do about it

Use the neutral density averaged across the gap, which means averaging $1/T_g$ rather than $T_g$. This is exact only when $k$ does not depend on the local gas temperature. For $k\propto\sqrt{T_g}$ the 300 to 750 K profile needs 2.55 eV, while a uniform gas gives 2.53 eV at 563 K and 2.56 eV at 600 K. The wall temperature gives too high a density and too low a $T$. The peak value errs the other way: for the parabolic profile above, the midplane 750 K gives 2.77 eV instead of 2.59 eV. When power is scanned at constant pressure, record the gas temperature too; otherwise the direct effects of power and those of gas rarefaction cannot be separated.

To hold the electron temperature while the gas heats, hold $n_g$ by raising pressure in proportion to $T_g$. In the example, going from 300 to 600 K means going from 10 to 20 mTorr, which restores 2.24 eV. This rule assumes a fixed gap, the same gas composition, nearly uniform gas heating, a constant $k$ and an electron pressure small against the total. The last condition fails as power rises. With the central electron pressure subtracted throughout the gap and the plasma density recomputed until it is consistent, the electron share reaches about 30% at 0.5 W/cm$^2$ and lifts $T$ from 2.28 to 2.43 eV with the gas still at 300 K. This is a high estimate. Following the plasma pressure across the gap, the step is from 2.27 to 2.39 eV if the total pressure is fixed, and from 2.25 to 2.32 eV if the neutral pressure at the plasma edge is fixed and the ion momentum flux $Mnu^2$ is added to $nT$ (2.26 to 2.35 eV with $nT$ alone). A gas-temperature record alone does not reveal this rarefaction. If $k$ grows with gas temperature, friction at the restored density is stronger and the required electron temperature is somewhat lower, 2.17 eV for $k\propto\sqrt{T_g}$. The pressure meant throughout is that in the gap. A cold gauge reads it only while the neutral mean free path is short against the gap and the connecting openings. For an argon-like gas at 600 K the path is about 0.1 of this gap at 10 mTorr and 0.4 at 3 mTorr. In the free-molecular limit $n_g\propto T_g^{-1/2}$ at fixed gauge reading, and the hot value would be 2.42 instead of 2.63 eV.

If the pressure must stay fixed, the electron temperature can be lowered by a larger gap at unchanged gas temperature, or by better gas cooling at unchanged gap. A larger gap lengthens the ions' escape, while cooling restores the missing neutral atoms. The numerical output below lists the values of the reference example and of the two tables; the further side estimates quoted in the text are not included in it.

## Table of computed values

```
Inputs: p=10 mTorr, gap=10 cm, M=40 u
Ionization: I=16 eV, slope=0.2 A^2/eV
Excitation: E=12 eV, slope=0.1 A^2/eV
Ion friction k=1.0e-09 cm^3/s; power=0.1 W/cm^2
Tg=300 K: gas density=3.219e+14 cm^-3, Te=2.238 eV
  K=3.220e-11 cm^3/s, ionization freq=1.037e+04 s^-1, friction freq=3.219e+05 s^-1
  sound speed=2.323e+05 cm/s, <E>=20.97 eV, q=7.868
  alpha=0.618, dlnTe/dlnTg=0.229
  energy per pair: excitation=28.84, wall=16.07, total=60.91 eV
  edge density=4.411e+10, centre density=2.678e+11 cm^-3
Tg=600 K: gas density=1.609e+14 cm^-3, Te=2.627 eV
  K=1.044e-10 cm^3/s, ionization freq=1.680e+04 s^-1, friction freq=1.609e+05 s^-1
  sound speed=2.517e+05 cm/s, <E>=21.90 eV, q=6.838
  alpha=0.703, dlnTe/dlnTg=0.232
  energy per pair: excitation=22.33, wall=18.86, total=57.19 eV
  edge density=4.335e+10, centre density=1.656e+11 cm^-3
Tg=900 K: gas density=1.073e+14 cm^-3, Te=2.886 eV
  K=1.937e-10 cm^3/s, ionization freq=2.079e+04 s^-1, friction freq=1.073e+05 s^-1
  sound speed=2.639e+05 cm/s, <E>=22.54 eV, q=6.309
  alpha=0.761, dlnTe/dlnTg=0.232
  energy per pair: excitation=19.58, wall=20.72, total=56.30 eV
  edge density=4.201e+10, centre density=1.319e+11 cm^-3
Te rise 300 to 600 K=0.389 eV (17.4 percent)
Te rise 300 to 900 K=0.648 eV
K ratio 600 K/300 K=3.241
Te at 600 K with 300 K ion friction=2.481 eV
Te at 600 K from constant 300 K log-slope=2.624 eV
Sufficient bounds: 2I/5=6.40 eV, I/2=8.00 eV
Thomson-shape reversal without friction: Te=26.23 eV
Rough checks: metastable fraction=3.0e-04, threshold=4 eV, slope=2 A^2/eV
Rough checks: radius=20 cm; tail rate factor=0.5
bending cross section: Te=2.410 to 2.906 eV, rise=0.496 eV
stepwise ionization: Te=2.152 to 2.573 eV, rise=0.420 eV
half electron-tail rate: Te=2.481 to 2.961 eV, rise=0.480 eV
side-wall loss: Te=2.374 to 2.813 eV, rise=0.438 eV
k proportional to sqrt(Tg): Te=2.238 to 2.559 eV, rise=0.321 eV
electron pressure: Te=2.277 to 2.660 eV, rise=0.383 eV
Uneven gas: wall=300, centre=750, mean=600 K; Te=2.589 eV
Rough elastic coefficient=1.0e-07 cm^3/s
300 K: gas energy=0.0259 eV, Tg/Te=0.0116, elastic loss/pair=0.283 eV
  edge Debye length=0.0053 cm, central electron pressure/p=0.0720
600 K: gas energy=0.0517 eV, Tg/Te=0.0197, elastic loss/pair=0.102 eV
  edge Debye length=0.0058 cm, central electron pressure/p=0.0523
```
